# Oscillator strength and sum rule of an intersubband transition: verification in Python

```python
# Result under test: in an infinitely deep well of width L the oscillator
# strength f_1n = 2 m (E_n - E_1) |z_1n|^2 / hbar^2 for light polarised along
# the growth axis z is 256/(27 pi^2) for n = 2, and the sum over n is 1.
# m: effective mass; E_n: level energies; z_1n: dipole length.
# Units inside the program: nm, eV, masses in free-electron masses.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HB2 = const.hbar**2 / const.m_e / const.e * 1e18      # hbar^2/m0, eV nm^2
KB = const.k / const.e                                # eV/K

# Rough typical values for a GaAs/AlGaAs well
width, m_well, m_barrier = 12.0, 0.067, 0.092
depth, gap, eps_r = 0.25, 1.5, 12.9
sheet = 5e11 * 1e-14                                  # electrons per nm^2


def strength_formula(n):
    return 64 * n**2 / (np.pi**2 * (n**2 - 1.0)**3)


def grid_levels(step, mass, potential):
    """Levels of -(hbar^2/2) d/dz (1/m) d/dz + V on a uniform grid."""
    padded = np.pad(mass, 1, mode="edge")
    inverse = 2 / (padded[1:] + padded[:-1])
    diagonal = HB2 * (inverse[1:] + inverse[:-1]) / (2 * step**2) + potential
    return eigh_tridiagonal(diagonal, -HB2 * inverse[1:-1] / (2 * step**2))


def grid_strengths(z, energy, vectors):
    dipole = vectors.T @ (z * vectors[:, 0])
    return 2 * m_well * (energy - energy[0]) * dipole**2 / HB2


# Symbolic evaluation: length form and momentum form, with L = hbar = m = 1
x, k = sp.symbols("x k", positive=True)
psi1 = sp.sqrt(2) * sp.sin(sp.pi * x)
psi2 = sp.sqrt(2) * sp.sin(2 * sp.pi * x)
z12 = sp.integrate(sp.expand(psi1 * x * psi2), (x, 0, 1))
p12 = sp.integrate(sp.expand(psi2 * sp.diff(psi1, x)), (x, 0, 1))
e1, e2 = [sp.simplify(-sp.diff(p, x, 2) / (2 * p)) for p in (psi1, psi2)]
target = sp.Rational(256, 27) / sp.pi**2
assert sp.simplify(z12 + sp.Rational(16, 9) / sp.pi**2) == 0
assert sp.simplify(p12 - sp.Rational(8, 3)) == 0
assert sp.simplify(2 * (e2 - e1) * z12**2 - target) == 0
assert sp.simplify(2 * p12**2 / (e2 - e1) - target) == 0
assert sp.integrate(sp.expand(psi1 * psi2), (x, 0, 1)) == 0   # in-plane light

# Dipoles to higher levels by quadrature, even and odd final levels
for n in range(2, 10):
    integral = quad(lambda s: 2 * s * np.sin(np.pi * s)
                    * np.sin(n * np.pi * s), 0, 1, epsabs=1e-13)[0]
    expected = -8 * n / (np.pi**2 * (n**2 - 1)**2) if n % 2 == 0 else 0.0
    assert abs(integral - expected) < 1e-11
    from_definition = (n**2 - 1) * np.pi**2 * integral**2
    expected_f = strength_formula(n) if n % 2 == 0 else 0.0
    assert abs(from_definition - expected_f) < 1e-10

# Sum rule: partial fractions and explicit sums over even final levels
a, b = 1 / (k - 1), 1 / (k + 1)
split = ((a**3 - b**3) / 2 + (a**2 + b**2) / 4 - a * b / 2) / 4
assert sp.simplify(k**2 / (k**2 - 1)**3 - split) == 0
even = np.arange(2, 20001, 2, dtype=float)
ea, eb = 1 / (even - 1), 1 / (even + 1)
assert abs(np.sum(ea**3 - eb**3) - 1) < 1e-9
assert abs(np.sum(ea**2 + eb**2) - (np.pi**2 / 4 - 1)) < 2e-4  # slow tail 1/N
assert abs(np.sum(ea * eb) - 0.5) < 1e-4                       # slow tail 1/N
total = np.sum(strength_formula(even))
assert abs(total - 1) < 1e-9
variance = quad(lambda s: 2 * (s - 0.5)**2 * np.sin(np.pi * s)**2, 0, 1)[0]
assert abs(variance - (1 / 12 - 1 / (2 * np.pi**2))) < 1e-10
dipoles_sq = (8 * even / (np.pi**2 * (even**2 - 1)**2))**2
assert abs(np.sum(dipoles_sq) - variance) < 1e-10

# Independent diagonalisation of the infinite well
points = 599
step = width / (points + 1)
z_inf = step * np.arange(1, points + 1)
e_grid, v_grid = grid_levels(step, np.full(points, m_well), np.zeros(points))
f_grid = grid_strengths(z_inf, e_grid, v_grid)
level = HB2 * np.pi**2 * np.arange(1, 4)**2 / (2 * m_well * width**2)
assert np.allclose(e_grid[:3], level, rtol=1e-4)
assert np.allclose(f_grid[[1, 3, 5]], strength_formula(np.array([2, 4, 6])),
                   rtol=1e-3)
assert abs(f_grid.sum() - 1) < 1e-4

f12, f14, f16 = [strength_formula(n) for n in (2, 4, 6)]
rest = 1 - f12
e12 = level[1] - level[0]
dipole_nm = abs(float(z12)) * width
hc = const.h * const.c / const.e * 1e6                # eV um
assert abs(2 * m_well * e12 * dipole_nm**2 / HB2 - f12) < 1e-12

print(f"well width: {width:.1f} nm")
print(f"well mass: {m_well:.3f} m0; barrier mass: {m_barrier:.3f} m0")
print(f"barrier height: {depth:.2f} eV; gap: {gap:.2f} eV")
print(f"relative permittivity: {eps_r:.1f}")
print(f"sheet density: {sheet * 1e14:.1e} cm^-2")
print(f"infinite well E1: {level[0] * 1e3:.2f} meV")
print(f"infinite well E2: {level[1] * 1e3:.2f} meV")
print(f"infinite well E2-E1: {e12 * 1e3:.2f} meV")
print(f"infinite well wavelength: {hc / e12:.2f} um")
print(f"dipole length |z12|: {dipole_nm:.4f} nm")
print(f"|z12|/L: {abs(float(z12)):.5f}")
print(f"f12 = 256/(27 pi^2): {f12:.6f}")
print(f"f12 from grid diagonalisation: {f_grid[1]:.6f}")
print(f"sum of f1n, even n to 20000: {total:.9f}")
print(f"remainder 1-f12: {rest:.6f}")
print(f"f14: {f14:.6f}; f16: {f16:.6f}")
print(f"left beyond n=6: {rest - f14 - f16:.6f}")
print(f"share of remainder in 1->4: {100 * f14 / rest:.1f} %")
print(f"position variance / L^2: {variance:.6f}")
print(f"share of variance in 1->2: {100 * dipoles_sq[0] / variance:.2f} %")
print(f"f12 with free mass in definition: {f12 / m_well:.2f}")

# Finite barriers: interfaces lie midway between grid points
h = 0.04
side, inside = 375, 300
z_fin = h * (np.arange(2 * side + inside) + 0.5)
in_well = np.abs(z_fin - h * (side + inside / 2)) < width / 2
assert in_well.sum() == inside
for name, mb in (("equal masses", m_well), ("unequal masses", m_barrier)):
    mass = np.where(in_well, m_well, mb)
    e_fin, v_fin = grid_levels(h, mass, np.where(in_well, 0.0, depth))
    f_fin = grid_strengths(z_fin, e_fin, v_fin)

    def matching(energy, odd):
        q = np.sqrt(2 * m_well * energy / HB2)
        kappa = np.sqrt(2 * mb * (depth - energy) / HB2)
        s, c = np.sin(q * width / 2), np.cos(q * width / 2)
        if odd:
            return q * c / m_well + kappa * s / mb
        return q * s / m_well - kappa * c / mb

    root1 = brentq(matching, 1e-8, level[0], args=(False,))
    root2 = brentq(matching, level[0], level[1], args=(True,))
    assert np.allclose(e_fin[:2], [root1, root2], rtol=1e-3)
    mean_inverse = m_well * np.sum(v_fin[:, 0]**2 / mass)
    assert abs(f_fin.sum() - mean_inverse) < 2e-3
    e12_fin = root2 - root1
    assert abs(f_fin[1] / f12 - 1) < abs(e12_fin / e12 - 1)
    outside = np.sum(v_fin[~in_well, 1]**2)
    print(f"finite well, {name}: E1 {root1 * 1e3:.2f}, "
          f"E2 {root2 * 1e3:.2f} meV")
    print(f"  E2-E1: {e12_fin * 1e3:.2f} meV; "
          f"change {100 * (e12_fin / e12 - 1):.1f} %")
    print(f"  wavelength: {hc / e12_fin:.2f} um")
    print(f"  f12: {f_fin[1]:.4f}; change {100 * (f_fin[1] / f12 - 1):.2f} %")
    print(f"  sum of f1n: {f_fin.sum():.4f}; "
          f"left after 1->2: {f_fin.sum() - f_fin[1]:.4f}")
    print(f"  level-2 probability in barriers: {100 * outside:.1f} %")

# Nonparabolic band: two-band matrix at the wave numbers of the ideal well
bent = []
for parabolic in level[:2]:
    coupling = np.sqrt(gap * parabolic)
    value = np.linalg.eigvalsh([[0, coupling], [coupling, -gap]])[1]
    assert abs(value * (1 + value / gap) - parabolic) < 1e-12
    bent.append(value)
e12_bent = bent[1] - bent[0]
print(f"nonparabolic estimate E2-E1: {e12_bent * 1e3:.2f} meV; "
      f"change {100 * (e12_bent / e12 - 1):.1f} %")

# Depolarisation: two-level formula against a many-level Hartree response
field = const.e * sheet * 1e18 / (const.epsilon_0 * eps_r) * 1e-9   # eV/nm
screen_length = 5 * width / (9 * np.pi**2)
alpha = 2 * field * screen_length / e12
kernel = (-0.5 * field * np.abs(z_inf[:, None] - z_inf[None, :])
          * np.outer(v_grid[:, 0], v_grid[:, 0]))
excitation = e_grid - e_grid[0]
root = np.sqrt(excitation)
response = (np.diag(excitation**2)
            + 2 * root[:, None] * (v_grid.T @ kernel @ v_grid) * root[None, :])
shifted = np.sqrt(np.linalg.eigvalsh(response)[1])
ratio = shifted / excitation[1]
assert abs(ratio - np.sqrt(1 + alpha)) < 2e-4
print(f"depolarisation length S: {screen_length:.4f} nm; alpha: {alpha:.4f}")
print(f"depolarised E2-E1, two levels: {e12 * np.sqrt(1 + alpha) * 1e3:.2f} meV")
print(f"upward shift: {100 * (np.sqrt(1 + alpha) - 1):.2f} %; "
      f"many-level: {100 * (ratio - 1):.2f} %")

# Thermal filling of the three lowest levels of the unequal-mass finite well
dos = m_well / (np.pi * HB2)                          # per eV nm^2, both spins
for temperature in (77.0, 300.0):
    kt = KB * temperature

    def filling(mu):
        return dos * kt * np.logaddexp(0, (mu - e_fin[:3]) / kt)

    mu = brentq(lambda m: filling(m).sum() - sheet, -1.0, 1.0)
    filled = filling(mu)
    direct = dos * kt * quad(
        lambda t: 1 / (np.exp(t + (e_fin[1] - mu) / kt) + 1), 0, 40)[0]
    assert abs(direct / filled[1] - 1) < 1e-6
    print(f"{temperature:.0f} K: n2/ns {filled[1] / sheet:.2e}; "
          f"(n1-n2)/ns {(filled[0] - filled[1]) / sheet:.4f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
well width: 12.0 nm
well mass: 0.067 m0; barrier mass: 0.092 m0
barrier height: 0.25 eV; gap: 1.50 eV
relative permittivity: 12.9
sheet density: 5.0e+11 cm^-2
infinite well E1: 38.97 meV
infinite well E2: 155.90 meV
infinite well E2-E1: 116.92 meV
infinite well wavelength: 10.60 um
dipole length |z12|: 2.1615 nm
|z12|/L: 0.18013
f12 = 256/(27 pi^2): 0.960675
f12 from grid diagonalisation: 0.960664
sum of f1n, even n to 20000: 1.000000000
remainder 1-f12: 0.039325
f14: 0.030742; f16: 0.005445
left beyond n=6: 0.003139
share of remainder in 1->4: 78.2 %
position variance / L^2: 0.032673
share of variance in 1->2: 99.30 %
f12 with free mass in definition: 14.34
finite well, equal masses: E1 24.72, E2 96.47 meV
  E2-E1: 71.75 meV; change -38.6 %
  wavelength: 17.28 um
  f12: 0.9765; change 1.65 %
  sum of f1n: 1.0000; left after 1->2: 0.0235
  level-2 probability in barriers: 9.4 %
finite well, unequal masses: E1 23.21, E2 91.92 meV
  E2-E1: 68.71 meV; change -41.2 %
  wavelength: 18.04 um
  f12: 0.9673; change 0.69 %
  sum of f1n: 0.9941; left after 1->2: 0.0269
  level-2 probability in barriers: 9.0 %
nonparabolic estimate E2-E1: 104.37 meV; change -10.7 %
depolarisation length S: 0.6755 nm; alpha: 0.0810
depolarised E2-E1, two levels: 121.57 meV
upward shift: 3.97 %; many-level: 3.97 %
77 K: n2/ns 1.63e-04; (n1-n2)/ns 0.9997
300 K: n2/ns 8.65e-02; (n1-n2)/ns 0.8257
ALL CHECKS PASSED
```
